# Fine structure of positronium at n = 2 from the Breit Hamiltonian: verification in Python

```python
"""Positronium n = 2 fine structure at order m alpha^4.

Result under test: E(2 3S1) - E(2 3P_J) = m alpha^4 * (23/960, 7/192, 5/96)
for J = 2, 1, 0, from the Breit Hamiltonian plus one-photon annihilation.
Units inside the program: m = 1, lengths in 1/(m alpha), fine-structure
energies in m alpha^4.  r: relative coordinate, p: relative momentum,
q: momentum transfer, s1 and s2: Pauli matrices of electron and positron.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

pi = np.pi
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2 = np.eye(2)
s1 = np.array([np.kron(s, one2) for s in pauli])
s2 = np.array([np.kron(one2, s) for s in pauli])
s1s2 = sum(s1[i] @ s2[i] for i in range(3))
one4 = np.eye(4)

# --- Exchange amplitude: full Dirac spinors against the 1/m^2 expansion ---
dirac_alpha = np.array([np.kron(pauli[0], s) for s in pauli])


def spinors(p):
    """Two positive-energy Dirac spinors as columns, normalized u^dagger u = 1."""
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum('i,iab->ab', p, pauli) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([one2, lower])


def exchange_dirac(p_in, p_out):
    q = p_out - p_in
    q2 = q @ q
    a_in, a_out = spinors(p_in), spinors(p_out)
    b_in, b_out = spinors(-p_in), spinors(-p_out)
    total = np.kron(a_out.conj().T @ a_in, b_out.conj().T @ b_in) / q2
    transverse = np.eye(3) - np.outer(q, q) / q2
    for i in range(3):
        for j in range(3):
            current1 = a_out.conj().T @ dirac_alpha[i] @ a_in
            current2 = b_out.conj().T @ dirac_alpha[j] @ b_in
            total = total - transverse[i, j] * np.kron(current1, current2) / q2
    return -4 * pi * total


def exchange_breit(p, p_out):
    """Expanded amplitude without the leading Coulomb term."""
    q = p_out - p
    q2 = q @ q
    s1q = np.einsum('i,iab->ab', q, s1)
    s2q = np.einsum('i,iab->ab', q, s2)
    spin_orbit = np.einsum('i,iab->ab', np.cross(q, p), s1 + s2)
    return (pi * (one4 + s1s2 - s1q @ s2q / q2)
            - 4 * pi * (p @ p - (p @ q)**2 / q2) / q2 * one4
            - 3j * pi * spin_orbit / q2)


p_start = 0.01 * np.array([0.6, -0.3, 0.7])
p_end = 0.01 * np.array([-0.2, 0.8, 0.5])
q_sq = (p_end - p_start) @ (p_end - p_start)
from_dirac = exchange_dirac(p_start, p_end) + 4 * pi / q_sq * one4
from_breit = exchange_breit(p_start, p_end)
exchange_error = np.abs(from_dirac - from_breit).max() / np.abs(from_breit).max()
# The next terms are smaller by (p/m)^2, about 1e-4.
assert exchange_error < 1e-3

# --- Annihilation at threshold with charge-conjugate spinors ---
u_rest = spinors(np.zeros(3))
gamma2 = np.kron(np.diag([1, -1]), one2) @ dirac_alpha[1]
v_rest = 1j * gamma2 @ u_rest.conj()
annihilation_dirac = np.zeros((4, 4), dtype=complex)
for i in range(3):
    pair = (v_rest.conj().T @ dirac_alpha[i] @ u_rest).T.reshape(4)
    annihilation_dirac += 4 * pi / 4 * np.outer(pair.conj(), pair)
annihilation_spin = 0.5 * (3 * one4 + s1s2)
assert np.allclose(annihilation_dirac, pi * annihilation_spin, atol=1e-12)

# --- Fourier pairs, integrated against anisotropic Gaussians ---
x_leg, w_leg = np.polynomial.legendre.leggauss(80)
rad, w_rad = 6 * (x_leg + 1), 6 * w_leg
cosine, w_cos = np.polynomial.legendre.leggauss(12)
R, C = np.meshgrid(rad, cosine, indexing='ij')


def volume_integral(f):
    return 2 * pi * np.sum(w_rad * rad**2 * (f @ w_cos))


gauss = np.exp(-R**2 / 2)
g_r = (1 + (R * C)**2) * gauss
g_q = (2 - (R * C)**2) * gauss * (2 * pi)**-1.5
orbit_r = volume_integral((1 + C**2) / (2 * R) * g_r)
orbit_q = volume_integral(4 * pi * (1 - C**2) / R**2 * g_q)
assert abs(orbit_r - orbit_q) < 1e-8
tensor_r = volume_integral((1 - 3 * C**2) / R**3 * g_r) + 4 * pi / 3
tensor_q = volume_integral(4 * pi * C**2 * g_q)
assert abs(tensor_r - tensor_q) < 1e-8
gradient_r = volume_integral(-C / R**2 * R * C * gauss)
gradient_q = volume_integral((4j * pi * C / R) * (1j * R * C)
                             * gauss * (2 * pi)**-1.5)
assert abs(gradient_r - gradient_q) < 1e-8

# --- Orbital averages from Cartesian derivatives and quadrature ---
xyz = sp.symbols('x y z', real=True)
r_sym = sp.sqrt(sum(a**2 for a in xyz))
t_lag, w_lag = np.polynomial.laguerre.laggauss(30)
r_lag, w_r = 2 * t_lag, 2 * w_lag * np.exp(t_lag)
RL, CL = np.meshgrid(r_lag, cosine, indexing='ij')
points = (RL * np.sqrt(1 - CL**2), 0 * RL, RL * CL)


def integrate(f):
    return 2 * pi * np.sum(w_r * r_lag**2 * (f @ w_cos))


def orbital_averages(psi):
    laplacian = sum(sp.diff(psi, a, 2) for a in xyz)
    orbit = sum(((1 if i == j else 0) + xyz[i] * xyz[j] / r_sym**2)
                * sp.diff(psi, xyz[i], xyz[j]) / (2 * r_sym)
                for i in range(3) for j in range(3))
    f, lap, orb = [sp.lambdify(xyz, e, 'numpy')(*points)
                   for e in (psi, laplacian, orbit)]
    scale = np.abs(f).max()
    assert np.abs(-lap - f / RL + f / 16).max() < 1e-9 * scale
    norm = integrate(f * f)
    return (norm, -integrate(lap * lap) / (4 * norm),
            integrate(f * orb) / norm, f)


norm_s, kin_s, orb_s, _ = orbital_averages(
    (1 - r_sym / 4) * sp.exp(-r_sym / 4))
norm_p, kin_p, orb_p, f_p = orbital_averages(xyz[2] * sp.exp(-r_sym / 4))
density0 = 1 / norm_s
inv_r3 = integrate(f_p**2 / RL**3) / norm_p
for value, closed in [(kin_s, -13 / 1024), (kin_p, -7 / 3072),
                      (orb_s, -3 / 128), (orb_p, -1 / 128),
                      (density0, 1 / (64 * pi)), (inv_r3, 1 / 192)]:
    assert abs(value - closed) < 1e-9

# --- 2S spin matrix ---
darwin = pi * density0
h_s = ((kin_s + orb_s + darwin) * one4
       + darwin * (2 / 3 * s1s2 + annihilation_spin))
levels_s = np.linalg.eigvalsh(h_s)
singlet_s, triplet_s = levels_s[0], levels_s[-1]
assert np.allclose(levels_s, [11 / 1024 - 1 / 16] + 3 * [11 / 1024 + 1 / 96],
                   atol=1e-9)

# --- 2P matrix in the product space (p_x, p_y, p_z) x spin x spin ---
L = np.zeros((3, 3, 3), dtype=complex)
for k, a, b in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[k, a, b], L[k, b, a] = -1j, 1j
phi = 2 * pi * np.arange(12) / 12
CC, PP = np.meshgrid(cosine, phi, indexing='ij')
sine = np.sqrt(1 - CC**2)
unit = np.array([sine * np.cos(PP), sine * np.sin(PP), CC])
weight = np.outer(w_cos, np.full(12, 2 * pi / 12))
nn = 3 / (4 * pi) * np.einsum('axy,bxy,ixy,jxy,xy->ijab',
                              unit, unit, unit, unit, weight)
LS = sum(np.kron(L[k], (s1[k] + s2[k]) / 2) for k in range(3))
S12 = (3 * sum(np.kron(nn[i, j], s1[i] @ s2[j])
               for i in range(3) for j in range(3))
       - np.kron(np.eye(3), s1s2))
centre_p = kin_p + orb_p
h_p = centre_p * np.eye(12) + inv_r3 * (1.5 * LS + 0.25 * S12)

spin_sq = np.kron(np.eye(3), (3 * one4 + s1s2) / 2)
j_sq = 2 * np.eye(12) + spin_sq + 2 * LS
labels, U = np.linalg.eigh(10 * spin_sq + j_sq)
h_rot = U.conj().T @ h_p @ U
# No mixing between levels of different total spin or J.
assert np.allclose(h_rot, np.diag(np.diag(h_rot)), atol=1e-12)


def level_average(operator, label):
    diagonal = np.real(np.diag(U.conj().T @ operator @ U))
    chosen = diagonal[np.abs(labels - label) < 1e-6]
    assert np.ptp(chosen) < 1e-10
    return chosen[0]


code = {'2 3P2': 26, '2 3P1': 22, '2 3P0': 20, '2 1P1': 2}
shift_closed = {'2 3P2': 7 / 960, '2 3P1': -1 / 192,
                '2 3P0': -1 / 48, '2 1P1': 0.0}
interval_closed = {'2 3P2': 23 / 960, '2 3P1': 7 / 192,
                   '2 3P0': 5 / 96, '2 1P1': 1 / 32}
energy_p = {name: level_average(h_p, c) for name, c in code.items()}
for name in code:
    assert abs(energy_p[name] - (11 / 1024 - 1 / 48 + shift_closed[name])) < 1e-9
    assert abs(triplet_s - energy_p[name] - interval_closed[name]) < 1e-9

# --- Annihilation decides the order of 2 3S1 and 2 3P2 ---
ann_shift = 2 * darwin
h_s_exchange = h_s - darwin * annihilation_spin
triplet_exchange = np.linalg.eigvalsh(h_s_exchange)[-1]
assert abs(triplet_exchange - energy_p['2 1P1']) < 1e-9
assert triplet_exchange < energy_p['2 3P2'] < triplet_s

# --- Numbers ---
unit_ghz = const.fine_structure**4 * const.m_e * const.c**2 / const.h / 1e9
print(f"fine-structure constant alpha      = {const.fine_structure:.10f}")
print(f"m alpha^4 c^2 / h                  = {unit_ghz:.4f} GHz")
print(f"Dirac vs expanded exchange, rel. difference = {exchange_error:.1e}")
print(f"|psi_2S(0)|^2 = {density0:.8f} (m alpha)^3")
print(f"<1/r^3>_2P    = {inv_r3:.8f} (m alpha)^3")
print("Contributions: value in m alpha^4, value in GHz")
for text, value in [("2S kinetic p^4", kin_s), ("2S orbit-orbit", orb_s),
                    ("2S Darwin", darwin),
                    ("2 3S1 Fermi contact", 2 / 3 * darwin),
                    ("2 3S1 annihilation", ann_shift),
                    ("2 3S1 total", triplet_s), ("2 1S0 total", singlet_s),
                    ("2P kinetic p^4", kin_p), ("2P orbit-orbit", orb_p),
                    ("2P spin-independent total", centre_p)]:
    print(f"  {text:26s} {value:+.8f}  {value * unit_ghz:+9.4f} GHz")
print("2P levels: <L.S>, <S12>, spin shift and total in GHz")
for name, c in code.items():
    print(f"  {name}: {level_average(LS, c):+.3f} {level_average(S12, c):+.3f}"
          f" {(energy_p[name] - centre_p) * unit_ghz:+.4f} GHz"
          f" {energy_p[name] * unit_ghz:+.4f} GHz")
print("Intervals E(2 3S1) - E(level): m alpha^4, GHz, GHz without annihilation")
for name in code:
    gap = triplet_s - energy_p[name]
    bare = (triplet_exchange - energy_p[name]) * unit_ghz
    bare = 0.0 if abs(bare) < 1e-6 else bare
    print(f"  {name}: {gap:.8f}  {gap * unit_ghz:.4f} GHz  {bare:+.4f} GHz")
next_scale = const.fine_structure * unit_ghz / (8 * pi)
print(f"scale of omitted terms m alpha^5 c^2/(8 pi h) = {next_scale:.4f} GHz")
print("all good")
```

Running it gives:

```
fine-structure constant alpha      = 0.0072973526
m alpha^4 c^2 / h                  = 350.3771 GHz
Dirac vs expanded exchange, rel. difference = 8.9e-05
|psi_2S(0)|^2 = 0.00497359 (m alpha)^3
<1/r^3>_2P    = 0.00520833 (m alpha)^3
Contributions: value in m alpha^4, value in GHz
  2S kinetic p^4             -0.01269531    -4.4481 GHz
  2S orbit-orbit             -0.02343750    -8.2120 GHz
  2S Darwin                  +0.01562500    +5.4746 GHz
  2 3S1 Fermi contact        +0.01041667    +3.6498 GHz
  2 3S1 annihilation         +0.03125000   +10.9493 GHz
  2 3S1 total                +0.02115885    +7.4136 GHz
  2 1S0 total                -0.05175781   -18.1348 GHz
  2P kinetic p^4             -0.00227865    -0.7984 GHz
  2P orbit-orbit             -0.00781250    -2.7373 GHz
  2P spin-independent total  -0.01009115    -3.5357 GHz
2P levels: <L.S>, <S12>, spin shift and total in GHz
  2 3P2: +1.000 -0.400 +2.5548 GHz -0.9809 GHz
  2 3P1: -1.000 +2.000 -1.8249 GHz -5.3606 GHz
  2 3P0: -2.000 -4.000 -7.2995 GHz -10.8352 GHz
  2 1P1: +0.000 -0.000 -0.0000 GHz -3.5357 GHz
Intervals E(2 3S1) - E(level): m alpha^4, GHz, GHz without annihilation
  2 3P2: 0.02395833  8.3945 GHz  -2.5548 GHz
  2 3P1: 0.03645833  12.7742 GHz  +1.8249 GHz
  2 3P0: 0.05208333  18.2488 GHz  +7.2995 GHz
  2 1P1: 0.03125000  10.9493 GHz  +0.0000 GHz
scale of omitted terms m alpha^5 c^2/(8 pi h) = 0.1017 GHz
all good
```
